# Fourth-order Numerov solution of the radial equation on an exponential grid

## The decision: how many radial points

Anyone generating a PAW dataset must choose the number $N$ of radial intervals for the all-electron partial waves. If the error falls as $N^{-4}$, a known error settles the choice: an error $\epsilon$ at $N$ points becomes a target error $\epsilon_t$ at about $N(\epsilon/\epsilon_t)^{1/4}$ points. When the exact value is unknown, $\epsilon$ is estimated from two grids, since the results at $N/2$ and $N$ differ by about $16\epsilon-\epsilon=15\epsilon$. For the 3s level of the model ion below, 400 intervals leave an energy error of $3.9\times10^{-8}$ hartree, so $10^{-6}$ hartree needs about $400\,(0.039)^{1/4}\approx 180$ intervals. This estimate is safe only if the order really is four, which depends on how the integration starts at the nucleus.

The model is one electron in the field of a fixed point nucleus, without relativity. In Gaussian units $V=-Ze^2/r$, and $u=rR$ obeys

$$
\frac{d^2u}{dr^2}=Qu,\qquad
Q=\frac{l(l+1)}{r^2}+\frac{2m}{\hbar^2}(V-E).
$$

With $a_0=\hbar^2/(me^2)$, the Coulomb part of $Q$ is $-2Z/(a_0r)$. Numbers are in bohr and hartree ($e^2/a_0$).

## Removing the first derivative

The grid is

$$
r=a(e^{bx}-1),\quad 0\le x\le1,\quad h=\frac1N,\quad b=\ln\!\left(1+\frac{r_{\max}}a\right).
$$

A prime denotes $d/dx$. Then $r'=b(r+a)$ and $r''=br'$. The spacing is about $abh$ near the nucleus and $bhr$ for $r\gg a$. Unlike a purely logarithmic grid, this one contains $r=0$.

Since $d/dr=(1/r')\,d/dx$,

$$
\frac{d^2u}{dr^2}=\frac1{r'}\frac{d}{dx}\left(\frac{u'}{r'}\right)
=\frac{u''-bu'}{r'^2},
$$

so $u''-bu'=r'^2Qu$. Numerov's method needs an equation without $u'$. Set $u=\sqrt{r'}\,y$. Because $(\sqrt{r'})'=(b/2)\sqrt{r'}$,

$$
u'=\sqrt{r'}\left(y'+\tfrac b2y\right),\qquad
u''=\sqrt{r'}\left(y''+by'+\tfrac{b^2}4y\right).
$$

In $u''-bu'$ the terms in $y'$ cancel, and the terms in $y$ add to $b^2/4-b^2/2=-b^2/4$. Therefore

$$
y''=gy,\qquad g=r'^2Q+\frac{b^2}{4}.
$$

The normalization $\int u^2dr=1$ becomes $\int r'^2y^2dx=1$.

## The Numerov recurrence

Let $\delta^2f_j=f_{j+1}-2f_j+f_{j-1}$. Taylor expansion gives

$$
\delta^2y=h^2y''+\frac{h^4}{12}y^{(4)}+\frac{h^6}{360}y^{(6)}+\dots
$$

$$
\delta^2y''=h^2y^{(4)}+\frac{h^4}{12}y^{(6)}+\dots
$$

Define $T=h^2g/12$ and $w=(1-T)y=y-h^2y''/12$. The fourth derivatives cancel in $\delta^2w$. The sixth has coefficient $1/360-1/144=-1/240$, so

$$
\delta^2w_j=h^2g_jy_j-\frac{h^6}{240}y_j^{(6)}+O(h^8).
$$

Dropping the residual and writing $h^2gy=Kw$ with $K=12T/(1-T)$ gives the working recurrence

$$
w_{j+1}=(2+K_j)w_j-w_{j-1}.
$$

A residual of order $h^6$ at one point produces an error that grows over up to $1/h$ further steps, and there are $1/h$ such points. Where $g$ is bounded, the accumulated error in an outward solution is therefore $O(h^4)$. Near the nucleus the centrifugal term needs more care. The two solutions there behave as $x^{l+1}$ and $x^{-l}$, so a residual at $x_j$ adds to the outward solution a multiple of the regular solution of order $h^5x_j^{-l}$. Summed from the first grid points, this is of order $h^4\int_h x^{-l}dx$: $h^4$ for $l=0$, $h^4\ln(1/h)$ for $l=1$, $h^3$ for $l=2$ and $h^2$ for $l=3$. These are limits for $h\to0$: on the 1s grid of the example below, at $-50$ hartree, the observed order for $l=2$ falls only from 3.8 to 3.4 between $N=100$ and 1600, and that for $l=1$ stays near 3.99. The part that exceeds $O(h^4)$ is an error in the overall amplitude relative to the normalization $u\to r^{l+1}$. The shape of the solution, compared after rescaling at a fixed radius, keeps an error $O(h^4)$, and eigenvalues depend only on the shape.

## Starting at the nucleus

Insert $u=\sum_kc_kr^{l+1+k}$ into the radial equation. The left side minus the centrifugal term contributes $(l+1+k)(l+k)-l(l+1)=k(k+2l+1)$. Equating coefficients of $r^{l+k-1}$,

$$
k(k+2l+1)c_k=-\frac{2m}{\hbar^2}\left(Ze^2c_{k-1}+Ec_{k-2}\right),
$$

with $c_0=1$ and $c_{-1}=0$. The program uses nine terms to obtain $y_1$ and $y_2$, and the recurrence starts from these. For a screened potential $V=-Ze^2/r+v_0+v_1r+\dots$, the term $(2m/\hbar^2)\sum_iv_ic_{k-2-i}$ is added on the right.

The tempting shortcut is to set $w_0=0$ because $y(0)=0$. For s and p states this is wrong: $g$ diverges while $y$ vanishes, and their product tends to a nonzero value. Take an s state first, and let $C=du/dr$ at the nucleus for the normalized state. Since $r'(0)=ab$,

$$
y'(0)=C(ab)^{1/2},\qquad
y''(0)=-\frac{2Z}{a_0}C(ab)^{3/2}.
$$

The correct value is $w_0=-h^2y''(0)/12$. Forcing $w_0=0$ makes the numerical solution $y_h$ behave, to leading order, as if $y_h(0)=h^2y''(0)/12$.

The resulting energy shift follows from comparing $y''=gy$ with $y_h''=[g-(2m/\hbar^2)r'^2\delta E]y_h$:

$$
(yy_h'-y_hy')'=-\frac{2m}{\hbar^2}\delta E\,r'^2yy_h.
$$

Integrate from 0 to 1. The upper limit vanishes, and at the lower limit $yy_h'\to0$, because $y_h'$ diverges at most logarithmically. The left side gives $y_h(0)y'(0)$. To leading order the integral of $r'^2yy_h$ is 1, so

$$
\delta E=-\frac{\hbar^2}{2m}\frac{h^2}{12}y''(0)y'(0)
=\frac{\hbar^2}{2m}\frac{Z}{6a_0}C^2(abh)^2.
$$

For 1s, $u=2(Z/a_0)^{3/2}re^{-Zr/a_0}$ and $C^2=4Z^3/a_0^3$. Hence

$$
\delta E_{1s}=\frac{e^2}{a_0}\frac{Z^4}{3}\left(\frac{abh}{a_0}\right)^2 .
$$

The method has become second order.

For p states $g\approx2/x^2$ and $y\propto x^2$, so $y''(0)$ is again nonzero. The omitted $w_0$ is of order $h^2$ and enters the equation at $j=1$, where $w_1$ is also of order $h^2$. Their product must be balanced by the norm term, of order $h\,\delta E$, so the shortcut gives a third-order error. For $l\ge2$, $y''(0)=0$ and $w_0=0$ is the correct value.

## Counting levels

Impose $w_N=0$ at $r_{\max}$. A discrete level is then an energy at which the outward solution satisfies this condition. The ratio $q_j=w_{j+1}/w_j$ obeys $q_j=2+K_j-1/q_{j-1}$. Raising $E$ lowers $T_j$ and hence $K_j$, since $dK/dT=12/(1-T)^2$. It also lowers the starting ratio on a fine grid, so every $q_j$ decreases with $E$ between its poles.

If an interior $w_j$ passes through zero, the recurrence gives $w_{j+1}=-w_{j-1}$, and the number of sign changes stays the same. If $w_N$ passes through zero, one sign change is gained. The count therefore rises by one at each discrete level. On a resolved grid it starts from zero, because the continuous regular solution has no node below the lowest level. The target state has $n-l-1$ levels below it.

The signs of $w$ and $y$ agree only where $T<1$. In the far tail this requires, approximately,

$$
\frac{h^2r'^2}{12}\,\frac{2m|E|}{\hbar^2}<1 .
$$

A very low trial energy can violate this even when the wanted level does not. The search therefore begins no lower than $-5\hbar^2/[m(hr'_N)^2]$, where the left side is $10/12$.

Near the nucleus $T_j\approx l(l+1)/(12j^2)$. For $l=3$ this makes $1-T_1$ nearly zero. The recurrence can still start, but $y_1$ should be kept from the series, not recovered by division, and counting should start at $j=2$. The numerical checks cover $l\le2$.

## Matching and the energy correction

Outward integration is accurate near the nucleus, where the regular solution $r^{l+1}$ outgrows the irregular $r^{-l}$. In the outer forbidden region the unwanted solution grows, so there the integration runs inward. The branches meet at the outermost point $m$ with $g_m<0$. Scale both to $w_m=1$ and form

$$
D(E)=w_{m-1}+w_{m+1}-2-K_m .
$$

$D=0$ is the one recurrence equation not yet satisfied. For Newton's method, let a dot denote $d/dE$. Differentiating the recurrence, with $\dot w_m=0$, gives

$$
\delta^2\dot w_j-K_j\dot w_j-\dot K_jw_j=\dot D\,\delta_{jm}.
$$

Multiply by $w_j$ and sum over $j=2,\dots,N-1$. Summation by parts moves $\delta^2$ from $\dot w$ to $w$. There $\delta^2w_j-K_jw_j$ vanishes except at $m$, where $\dot w_m=0$. The outer boundary term vanishes because $w_N=\dot w_N=0$. What remains is

$$
\dot D=-\sum_{j=2}^{N-1}\dot K_jw_j^2+(\dot w_1w_2-w_1\dot w_2).
$$

Since $\dot K=12\dot T/(1-T)^2$ and $12\dot T=-h^2(2m/\hbar^2)r'^2$,

$$
\dot D\approx h^2\frac{2m}{\hbar^2}\sum_{j\ge1}r_j'^2y_j^2 .
$$

The small origin term has been replaced by the $j=1$ term of the sum. A finite difference of $D$, taken 2% away from the 2s energy, agrees with this slope: both print as 0.01032337 per hartree.

The step is $E\leftarrow E-D/\dot D$. Because $D$ has poles where the outward $w_m$ vanishes, a step that leaves the bracket is replaced by bisection.

## Pseudocode and cost

```
build r, r'; choose lo, hi; count nodes at both
target = n - l - 1;  E = (lo + hi)/2
repeat
    T = h^2 g(E)/12; require T < 1 beyond the start
    w1, w2 from the series; integrate outward to N
    if nodes(w) > target: hi = E    else: lo = E
    integrate inward from N to m; scale both to w_m = 1
    if counts at lo, hi are target, target + 1:
        step = -D / (dD/dE)
        if |step| < tolerance: return E + step
        if lo < E + step < hi: E = E + step; continue
    E = (lo + hi)/2
```

Each pass costs $O(N)$ operations and storage. For fixed $V$ only the energy term of $T$ changes between passes.

For a PAW partial wave at a prescribed reference energy, no search is needed. The outward sweep runs past the augmentation radius, and $u=\sqrt{r'}\,w/(1-T)$.

## The coefficient of the eigenvalue error

Let $y,w$ belong to the exact energy and $y_h,w_h$ to the numerical one, $E+\delta E$. They satisfy

$$
\delta^2w=Kw-\frac{h^6}{240}y^{(6)},\qquad
\delta^2w_h=(K+\dot K\delta E)w_h ,
$$

to leading order. Multiply the second by $w$, the first by $w_h$, subtract and sum. The left side reduces to boundary terms. The outer one is exponentially small; the inner one is the origin term met above, already represented by the $j=1$ term of the norm sum. Replacing $w_h$ by $y$ in the residual sum changes only higher orders:

$$
0=-h^2\frac{2m}{\hbar^2}\delta E\sum_jr_j'^2y_j^2
+\frac{h^6}{240}\sum_jy_jy_j^{(6)} .
$$

Multiply by $h$ and turn the sums into integrals. The first is the norm, so

$$
\delta E=\frac{\hbar^2}{2m}\,\frac{h^4}{240}\int_0^1y\,y^{(6)}dx .
$$

The integral is finite because $u$ is a convergent power series in $r$ at the nucleus and $r$ is smooth in $x$. Integrating by parts three times and neglecting the tail,

$$
\int_0^1 yy^{(6)}dx=y'(0)y^{(4)}(0)-y''(0)y'''(0)-\int_0^1(y''')^2dx .
$$

The last term is negative, so the numerical energy may lie below the exact one. The method provides no variational bound.

If $a$ and $r_{\max}$ scale as $1/Z$, then $b$ and $g(x)$ are unchanged when $E$ scales as $Z^2$. Relative energy errors are then independent of $Z$.

## Reference solutions

To find independent solutions, set $k=\sqrt{-2mE}/\hbar$, $u=r^{l+1}e^{-kr}f$ and $z=2kr$. The prefactor $p=r^{l+1}e^{-kr}$ has

$$
\frac{1}{p}\frac{dp}{dr}=\frac{l+1}{r}-k,\qquad
\frac{1}{p}\frac{d^2p}{dr^2}=\frac{l(l+1)}{r^2}-\frac{2k(l+1)}{r}+k^2 .
$$

The centrifugal term and $k^2$ cancel against $Q$. Multiplying the rest by $r/(2k)$ gives

$$
z\frac{d^2f}{dz^2}+(2l+2-z)\frac{df}{dz}-\left(l+1-\frac{Z}{ka_0}\right)f=0 .
$$

This is the confluent hypergeometric equation. Its regular solution grows like $e^z$, up to a power, unless the series terminates. Termination requires $l+1-Z/(ka_0)=-n_r$ with $n_r=0,1,\dots$. With $n=n_r+l+1$, this gives $E_n=-Z^2e^2/(2a_0n^2)$. The untruncated regular solution is the reference for partial waves away from a level.

## Worked example: Mg¹¹⁺

Take $Z=12$, $a=a_0/12=0.0833$ bohr and $r_{\max}=27na_0/Z$. For 1s, $r_{\max}=2.25$ bohr and $b=\ln(1+2.25/0.08333)=3.332$.

The 3s search at $N=400$ uses the initial bracket from $-0.55Z^2=-79.2$ hartree, which lies below the 1s level and above the tail limit, to zero. It starts at the midpoint, $-39.6$ hartree. Bisection reaches $-9.9$ hartree with two nodes and $-4.95$ hartree with three, which isolates the level. The first Newton proposal leaves the bracket and is replaced by bisection to $-7.425$ hartree. The following Newton steps are $-0.27$, $-0.24$, $-0.059$, $-1.8\times10^{-3}$, $-1.5\times10^{-6}$ and $-1.0\times10^{-12}$ hartree. The search takes ten passes, besides the two initial counts.

The energy errors relative to $E_n$, in hartree, are:

| State | $N=100$ | $N=400$ | Predicted, $N=400$ |
|---|---|---|---|
| 1s | $-2.55\times10^{-6}$ | $-1.00\times10^{-8}$ | $-1.00\times10^{-8}$ |
| 2s | $-6.43\times10^{-6}$ | $-2.51\times10^{-8}$ | $-2.51\times10^{-8}$ |
| 2p | $-1.82\times10^{-6}$ | $-7.10\times10^{-9}$ | $-7.10\times10^{-9}$ |
| 3s | $-9.90\times10^{-6}$ | $-3.86\times10^{-8}$ | $-3.86\times10^{-8}$ |
| 3p | $-4.89\times10^{-6}$ | $-1.91\times10^{-8}$ | $-1.91\times10^{-8}$ |
| 3d | $-1.06\times10^{-6}$ | $-4.15\times10^{-9}$ | $-4.15\times10^{-9}$ |

For 3s, halving the step from $N=200$ to 400 reduces the error by $6.182\times10^{-7}/3.863\times10^{-8}=16.0=2^4$. The observed orders for all six states are between 3.99 and 4.01.

With the faulty start, the 1s prediction at $N=400$ uses $abh=0.08333\times3.332/400=6.94\times10^{-4}$ bohr:

$$
\frac{12^4}{3}(6.94\times10^{-4})^2=3.33\times10^{-3}\ \text{hartree}.
$$

The computed error is $3.30\times10^{-3}$ hartree, over $10^5$ times that of the correct start. Even at $N=3200$ it is $5.2\times10^{-5}$ hartree, and the observed order is 2.00.

An s partial wave at $-50$ hartree, which is not a level, was compared with the hypergeometric solution out to 0.358 bohr. Its largest error, relative to the largest $|u|$ there, falls from $2.4\times10^{-5}$ at $N=50$ to $9.4\times10^{-8}$ at $N=200$, again with order four.

The model's 1s energy is $-72$ hartree, or about $-1.96$ keV. The real ion also has relativistic corrections of relative order $(Ze^2/\hbar c)^2$, along with nuclear recoil and size effects. The small numerical errors say nothing about those omissions.

## Stability and failure modes

**The box is too small.** Let $\kappa=\sqrt{2m|E|}/\hbar$. Near $r_{\max}$ the boxed solution is approximately $u(r_{\max})[e^{-\kappa(r-r_{\max})}-e^{\kappa(r-r_{\max})}]$, with slope $-2\kappa u(r_{\max})$ at the wall. The comparison of two solutions used for the faulty start, now made in $r$, gives $\delta E\approx(\hbar^2\kappa/m)u(r_{\max})^2>0$. The estimate neglects the potential near the wall and is the leading term for large $\kappa r_{\max}$; at $\kappa r_{\max}=27$ the exact shift is 0.96 of it for 1s and 0.88 of it for 3s. This error does not fall with $h$. In the example $\kappa r_{\max}=27$ for each target level, so the squared tail carries a factor $e^{-54}$.

**The tail is too coarse.** If $T\ge1$, the recurrence no longer represents smooth growth or decay, and the node count loses its meaning. Increase $N$ or raise the lowest trial energy.

**The potential is not smooth.** The error law needs a finite $y^{(6)}$. A jump or kink in $V$, or a low-order interpolation of it, invalidates the derivation. Fourth order must then be demonstrated afresh.

**The grid is too fine.** A relative rounding error $\varepsilon$ in $2+K_j$ acts like a change of about $2\varepsilon/h^2$ in $g_j$. This grows as $N^2$, but it is a worst-case scale: rounding errors of mixed sign partly cancel, so the energy error they cause is smaller and grows more slowly. The discretization error falls as $N^{-4}$, so refinement eventually stops helping. For 3s in double precision the error levels off near $6\times10^{-12}$ hartree between $N=3200$ and 12800 and reaches about $4\times10^{-11}$ hartree at $N=51200$.

The numerical check also verifies the transformation symbolically, the node counts between known levels, and the error coefficient for a second charge and grid.

## Numbers as computed

```
Mg11+ nuclear charge Z = 12
grid parameter a = 0.083333 bohr
n=1: r_max = 2.2500 bohr, b = 3.332205, first spacing (N=400) = 6.971e-04 bohr
n=2: r_max = 4.5000 bohr, b = 4.007333, first spacing (N=400) = 8.391e-04 bohr
n=3: r_max = 6.7500 bohr, b = 4.406719, first spacing (N=400) = 9.231e-04 bohr
dD/dE: norm sum 0.01032337, difference 0.01032337 per hartree
search for 3s, N=400 (energies in hartree):
 1: E=-39.600000000 nodes=1 bisection step=1.980e+01
 2: E=-19.800000000 nodes=1 bisection step=9.900e+00
 3: E=-9.900000000 nodes=2 bisection step=4.950e+00
 4: E=-4.950000000 nodes=3 bisection step=-2.475e+00
 5: E=-7.425000000 nodes=3 Newton step=-2.727e-01
 6: E=-7.697741287 nodes=3 Newton step=-2.413e-01
 7: E=-7.939000091 nodes=3 Newton step=-5.917e-02
 8: E=-7.998171810 nodes=3 Newton step=-1.827e-03
 9: E=-7.999998543 nodes=3 Newton step=-1.496e-06
 10: E=-8.000000039 nodes=3 Newton step=-1.040e-12
errors E_numerical - E_exact in hartree, N=100, 200, 400:
 1s: E(N=400) = -72.0000000100, exact = -72.0000000000
   errors -2.552e-06 -1.601e-07 -1.002e-08
   order 3.999, predicted error (N=400) -1.002e-08
   1s energy = -1959.2198 eV
 2s: E(N=400) = -18.0000000251, exact = -18.0000000000
   errors -6.426e-06 -4.013e-07 -2.507e-08
   order 4.000, predicted error (N=400) -2.507e-08
 2p: E(N=400) = -18.0000000071, exact = -18.0000000000
   errors -1.818e-06 -1.136e-07 -7.097e-09
   order 4.000, predicted error (N=400) -7.097e-09
 3s: E(N=400) = -8.0000000386, exact = -8.0000000000
   errors -9.902e-06 -6.182e-07 -3.863e-08
   order 4.000, predicted error (N=400) -3.863e-08
 3p: E(N=400) = -8.0000000191, exact = -8.0000000000
   errors -4.891e-06 -3.054e-07 -1.909e-08
   order 4.000, predicted error (N=400) -1.908e-08
 3d: E(N=400) = -8.0000000041, exact = -8.0000000000
   errors -1.063e-06 -6.636e-08 -4.147e-09
   order 4.000, predicted error (N=400) -4.146e-09
Z=1, a=0.5 bohr, 2s, N=400: error -2.017e-10, predicted -2.017e-10 hartree
1s with w_0 = 0 at the origin (errors in hartree):
 N=400: error 3.3030e-03, leading law 3.3311e-03
 N=1600: error 2.0776e-04, leading law 2.0819e-04
 N=3200: error 5.1994e-05, leading law 5.2048e-05
 order 1.998
s partial wave at E = -50.0 hartree, r up to 0.3576 bohr
 largest error / largest |u|, N=50, 100, 200: 2.384e-05 1.498e-06 9.370e-08
 order 3.998
```
